**Boundary outliers of smooth splines and their removal**

For a particle in a box with $N$ equal elements of width $h$, splines of degree $p=2$ to 6 and smoothness $C^{p-1}$ have $2\lfloor(p-1)/2\rfloor$ eigenvalues above the interior band $\Lambda(\theta)$, where $\theta$ is the phase per element and $\varepsilon=2Eh^2$ is the scaled energy. The program asserts this count for $p=2$ to 6 at $N=60$. It also asserts that, once the even derivatives up to order $p-1$ vanish at both ends, the spectrum agrees with $\Lambda(n\pi/N)$. Further assertions cover the lower bound $\pi^2$, the trial splines at one end, the concentration near the walls and, for $p=3$, the decay factor and the equivalence of open and uniform knots. For $p=5$ and $h=0.25$ bohr, the highest energy falls from 314.37 to 78.46 hartree. In a linear potential the plain condition $u''''=0$ spoils the ground-state energy, and $u''''=4V'u'$ recovers much of the accuracy. The unrestricted basis remains the most accurate for that state, while both sets of added conditions remove the outliers.

## Check in Python

```python
"""Outlier eigenvalues of maximally smooth splines in a box, and their removal.

Result under test: for H = -1/2 d2/dx2 with u = 0 at both ends, splines of
degree p and smoothness C^(p-1) on N equal elements of width h have
2*floor((p-1)/2) eigenvalues above the interior Bloch band. They are localised
at the ends. They vanish when all even derivatives of order <= p-1 are set to
zero at both ends; the spectrum is then Lambda(n*pi/N), with
Lambda(theta) = sum k^(-2p) / sum k^(-2p-2), k = theta + 2*pi*r, r integer.
Scaled energy: eps = 2*E*h^2 (E in hartree, h in bohr).
"""
import numpy as np
from scipy.interpolate import BSpline
from scipy.linalg import eigh, null_space
from scipy.optimize import brentq
from scipy.special import ai_zeros


def build(p, N, L, slope=0.0, open_knots=True):
    """Hamiltonian and overlap for V = slope*x, by exact Gauss quadrature."""
    h = L / N
    breaks = np.linspace(0.0, L, N + 1)
    if open_knots:
        knots = np.r_[np.zeros(p), breaks, np.full(p, L)]
    else:
        knots = h * np.arange(-p, N + p + 1)
    basis = BSpline(knots, np.eye(N + p), p)
    g, w = np.polynomial.legendre.leggauss(p + 2)
    x = (breaks[:-1, None] + h * (g + 1) / 2).ravel()
    weight = np.tile(w * h / 2, N)
    b, d = basis(x), basis(x, nu=1)
    H = 0.5 * d.T @ (weight[:, None] * d)
    H += b.T @ ((weight * slope * x)[:, None] * b)
    M = b.T @ (weight[:, None] * b)
    return basis, H, M, x, weight, b


def end_rows(basis, L, order):
    """Derivative of every basis function at the two ends."""
    return np.array([basis(0.0, nu=order), basis(L, nu=order)])


def subspace(rows):
    """Orthonormal coefficient vectors obeying the given end conditions."""
    C = np.vstack(rows)
    return null_space(C / np.linalg.norm(C, axis=1)[:, None])


def solve(H, M, Z):
    e, v = eigh(Z.T @ H @ Z, Z.T @ M @ Z)
    return e, Z @ v


def lattice_sums(theta, p, R=2000):
    k = theta + 2 * np.pi * np.arange(-R, R + 1)
    return np.sum(k ** (-2.0 * p)), np.sum(k ** (-2.0 * p - 2))


def band(theta, p):
    a, b = lattice_sums(theta, p)
    return a / b


N = 60
h_bohr = 0.25
to_hartree = 1 / (2 * h_bohr**2)
print(f"Box: N = {N} elements, h = {h_bohr} bohr, L = {N*h_bohr} bohr")
print(f"pi^2 = {np.pi**2:.6f} (scaled energy, no unit)")

# The unweighted sum used for the lower bound telescopes to zero.
for theta in (0.4, 1.7, 2.9):
    k = theta + 2 * np.pi * np.arange(-20000, 20001)
    assert abs(np.sum(1 / (k**2 - np.pi**2))) < 1e-4

# Matrices below use element width 1, so that eps = 2*E.
for p in range(2, 7):
    basis, H, M, x, weight, b = build(p, N, float(N))
    dirichlet = subspace([end_rows(basis, N, 0)])
    reduced = subspace([end_rows(basis, N, q) for q in range(0, p, 2)])
    full_e, full_v = solve(H, M, dirichlet)
    red_e, _ = solve(H, M, reduced)
    full_eps, red_eps = 2 * full_e, 2 * red_e
    top = band(np.pi, p)
    grid = np.array([band(t, p) for t in np.linspace(0.02, np.pi, 150)])
    assert np.all(np.diff(grid) > 0)

    predicted = [band(n * np.pi / N, p) for n in range(1, len(red_eps) + 1)]
    assert len(red_eps) == (N - 1 if p % 2 else N)
    assert np.allclose(red_eps, predicted, rtol=1e-8, atol=0)

    is_out = full_eps > top * (1 + 1e-8)
    count = int(is_out.sum())
    assert count == 2 * ((p - 1) // 2)
    assert not np.any(red_eps > top * (1 + 1e-8))
    print(f"p={p}: band top {top:.6f}, outliers {count}, "
          f"dim {len(full_eps)} -> {len(red_eps)}")
    if count == 0:
        continue

    # Functions energy-orthogonal to the reduced space.
    comp = dirichlet @ null_space(reduced.T @ H @ dirichlet)
    assert comp.shape[1] == count
    comp_min = 2 * solve(H, M, comp)[0][0]
    assert comp_min > np.pi**2 * (1 - 1e-9)

    # Trial splines confined to one half of the box prove the count locally.
    needed = None
    for q in range(1, N // 2):
        s = slice(1, q + 1)
        local = 2 * eigh(H[s, s], M[s, s], eigvals_only=True)
        if np.sum(local > top * (1 + 1e-8)) == count // 2:
            needed = q
            break
    assert needed is not None

    near_end = (x < 10) | (x > N - 10)
    density = weight[:, None] * (b @ full_v) ** 2
    end_weight = density[near_end].sum(axis=0)
    assert end_weight[is_out].min() > 0.6
    print(f"  outlier eps: lowest {full_eps[is_out][0]:.5f}, "
          f"highest {full_eps[-1]:.5f}")
    print(f"  orthogonal-space minimum eps {comp_min:.5f}; "
          f"trial splines per end {needed}")
    print(f"  least outlier weight in 10 end elements per side "
          f"{end_weight[is_out].min():.4f}")

    if p == 3:
        two = 2 * eigh(H[1:3, 1:3], M[1:3, 1:3], eigvals_only=True)[-1]
        assert top < two <= full_eps[-1]
        print(f"  two-spline trial eps {two:.5f}")
        below = end_weight[~is_out][-1]
        assert below < 0.5
        print(f"  same weight, highest band state {below:.4f}")

        def mismatch(kappa):
            a, c = lattice_sums(np.pi + 1j * kappa, p)
            return (a - full_eps[-1] * c).real

        ks = np.linspace(1e-4, 3, 1500)
        vals = np.array([mismatch(t) for t in ks])
        i = np.flatnonzero(vals[:-1] * vals[1:] < 0)[0]
        kappa = brentq(mismatch, ks[i], ks[i + 1])
        measured = full_v[12, -1] / full_v[11, -1]
        assert abs(measured + np.exp(-kappa)) < 2e-3
        print(f"  kappa {kappa:.5f}; decay factor: formula "
              f"{-np.exp(-kappa):.5f}, eigenvector {measured:.5f}")

        # Same space, basis from uniform knots continued beyond the box.
        ub, uH, uM, *_ = build(p, N, float(N), open_knots=False)
        ue, _ = solve(uH, uM, subspace([end_rows(ub, N, 0)]))
        difference = np.max(np.abs(2 * ue - full_eps))
        assert difference < 1e-7
        print(f"  open/uniform knots, max eps difference {difference:.0e}")

    if p == 5:
        partial = subspace([end_rows(basis, N, q) for q in (0, 2)])
        left = int(np.sum(2 * solve(H, M, partial)[0] > top * (1 + 1e-8)))
        assert left == 2
        print(f"  outliers left with only u''=0 added: {left}")
        print(f"  highest energy: {full_eps[-1]*to_hartree:.3f} hartree, "
              f"after removal {red_eps[-1]*to_hartree:.3f} hartree")
        print(f"  ratio of highest energies {full_eps[-1]/red_eps[-1]:.4f}")
        n = 15
        true_eps = (n * np.pi / N) ** 2
        err_full = full_eps[n - 1] / true_eps - 1
        err_red = red_eps[n - 1] / true_eps - 1
        assert 0 < err_full < 1e-6 and 0 < err_red < 1e-6
        print(f"  state n={n} relative error: full {err_full:.3e}, "
              f"reduced {err_red:.3e}")

# Linear potential: the fourth derivative at an end is 4*V'*u', not zero.
p, L, F = 5, 10.0, 1.0
exact = -ai_zeros(1)[0][0] * (F**2 / 2) ** (1 / 3)
print(f"Linear potential: slope {F} hartree/bohr, L = {L} bohr, p = {p}")
print(f"Airy ground energy {exact:.10f} hartree")
errors = {"none": [], "plain": [], "corrected": []}
tops = {}
for cells in (20, 40):
    basis, H, M, *_ = build(p, cells, L, slope=F)
    r0, r1, r2, r4 = [end_rows(basis, L, q) for q in (0, 1, 2, 4)]
    choices = {"none": [r0], "plain": [r0, r2, r4],
               "corrected": [r0, r2, r4 - 4 * F * r1]}
    for name, rows in choices.items():
        e, _ = solve(H, M, subspace(rows))
        errors[name].append(e[0] - exact)
        tops[name] = e[-1]
orders = {}
for name, (coarse, fine) in errors.items():
    assert coarse > fine > 0
    orders[name] = np.log2(coarse / fine)
    print(f"  {name}: error N=20 {coarse:.3e}, N=40 {fine:.3e} hartree")
    print(f"    observed order {orders[name]:.2f}; "
          f"highest energy (N=40) {tops[name]:.3f} hartree")
assert errors["plain"][1] > 10 * errors["none"][1]
assert errors["corrected"][1] < errors["plain"][1] / 5
assert orders["corrected"] - orders["plain"] > 1.5
ceiling = band(np.pi, p) / (2 * (L / 40) ** 2) + F * L
assert tops["corrected"] < 1.02 * ceiling < tops["none"]
print(f"  band top plus largest V (N=40) {ceiling:.3f} hartree")

print("all tests passed")
```

Printed output:

```
Box: N = 60 elements, h = 0.25 bohr, L = 15.0 bohr
pi^2 = 9.869604 (scaled energy, no unit)
p=2: band top 10.000000, outliers 0, dim 60 -> 60
p=3: band top 9.882353, outliers 2, dim 61 -> 59
  outlier eps: lowest 14.55597, highest 14.55597
  orthogonal-space minimum eps 13.83540; trial splines per end 2
  least outlier weight in 10 end elements per side 0.9998
  two-spline trial eps 11.21646
  same weight, highest band state 0.0514
  kappa 0.42237; decay factor: formula -0.65549, eigenvector -0.65549
  open/uniform knots, max eps difference 2e-14
p=4: band top 9.870968, outliers 2, dim 62 -> 60
  outlier eps: lowest 24.49039, highest 24.49039
  orthogonal-space minimum eps 24.18438; trial splines per end 1
  least outlier weight in 10 end elements per side 0.9999
p=5: band top 9.869754, outliers 4, dim 63 -> 59
  outlier eps: lowest 12.07404, highest 39.29623
  orthogonal-space minimum eps 11.71236; trial splines per end 5
  least outlier weight in 10 end elements per side 0.9939
  outliers left with only u''=0 added: 2
  highest energy: 314.370 hartree, after removal 78.460 hartree
  ratio of highest energies 4.0067
  state n=15 relative error: full 3.704e-09, reduced 3.753e-09
p=6: band top 9.869621, outliers 4, dim 64 -> 60
  outlier eps: lowest 16.31404, highest 59.49959
  orthogonal-space minimum eps 16.17579; trial splines per end 4
  least outlier weight in 10 end elements per side 0.9987
Linear potential: slope 1.0 hartree/bohr, L = 10.0 bohr, p = 5
Airy ground energy 1.8557570815 hartree
  none: error N=20 1.945e-08, N=40 1.831e-11 hartree
    observed order 10.05; highest energy (N=40) 324.222 hartree
  plain: error N=20 1.644e-05, N=40 8.423e-08 hartree
    observed order 7.61; highest energy (N=40) 83.822 hartree
  corrected: error N=20 1.170e-06, N=40 4.642e-10 hartree
    observed order 11.30; highest energy (N=40) 83.822 hartree
  band top plus largest V (N=40) 88.958 hartree
all tests passed
```
